\section*{No-Time-Counter Monte Carlo for a Rarefied Oxygen Reactor Gap}

\section{Definitions and conventions}

A gap $0<x<L$ holds a dilute neutral mixture of O and O$_2$. Fields depend on $x$, and velocities have three components. Each simulator represents $W$ real particles. A cell has volume $V$ and holds $N$ simulators; a time step is $\Delta t$. The gap is treated per unit wall area, so $V$ is numerically the cell width $\Delta x$ and $W$ is a number per area.

For particles $i,j$, $\mathbf g=\mathbf v_i-\mathbf v_j$, $g=|\mathbf g|$, $M=m_i+m_j$ and $\mu=m_im_j/M$. The total cross-section is $\sigma(g)$, and $S$ is an upper bound on $\sigma g$. Number density is $n$, mean thermal speed is $\bar v=\sqrt{8kT/(\pi m)}$, and $\Gamma$ is the one-way flux striking a wall, positive at either wall. The printed gas temperature is the number-weighted mean of the species' translational temperatures, with mean $x$ motion removed.

O$_2$ enters at $x=0$ with flux $\Gamma_{\rm in}$, as a half-Maxwellian at the wall temperature. The plane $x=L$ captures any particle striking it with probability $s$. An uncaptured O atom recombines at either wall with probability $\gamma$. Molecules formed at a wall and all other returning particles leave it diffusely at the wall temperature. Electrons dissociate O$_2$ at a prescribed uniform frequency $\nu_d$. Internal energy is omitted.

\section{Collision selection}

In $\Delta t$ one particle sweeps a volume $\sigma g\Delta t$ relative to another. A simulator stands for $W$ targets spread over $V$, so a simulator pair collides with probability
\begin{equation}
P_{ij}=\frac{W\sigma(g_{ij})g_{ij}\Delta t}{V}\ll1 .
\end{equation}
Counting each unordered pair once gives the expected number
\begin{equation}
C=\sum_{i<j}P_{ij}
 =\frac{W\Delta t}{2V}\sum_{i\ne j}\sigma(g_{ij})g_{ij}.
\label{eq:pairs}
\end{equation}

The no-time-counter (NTC) scheme does not visit every pair. It draws, on average,
\begin{equation}
K=\frac{N(N-1)}2\frac{WS\Delta t}{V}
\end{equation}
random pairs and accepts each with probability $\sigma g/S$. A given pair is chosen in one draw with probability $2/[N(N-1)]$. At fixed velocities the mean number accepted is therefore
\begin{equation}
K\sum_{i<j}\frac{2}{N(N-1)}\frac{\sigma(g_{ij})g_{ij}}S
=\frac{W\Delta t}{V}\sum_{i<j}\sigma(g_{ij})g_{ij}=C .
\end{equation}
The bound $S$ cancels. It affects cost, not the mean rate, provided that $\sigma g\le S$. Velocities change during a step, so the frozen-velocity result has a time-splitting error that vanishes with $\Delta t$.

If $K=k+f$, with integer $k$ and $0\le f<1$, take $\lfloor K+u\rfloor$ candidates, with $u$ uniform on $(0,1)$. The result is $k+1$ with probability $f$ and $k$ otherwise, so its mean is $k(1-f)+(k+1)f=K$.

The factor $N-1$ matters in small cells. For Poisson occupancy of mean $\bar N$, $\langle N^2\rangle=\bar N^2+\bar N$, hence $\langle N(N-1)\rangle=\bar N^2$, as a rate quadratic in density requires. Suppose $N^2$ is used instead and cells with one simulator are skipped. Their contribution to $\langle N^2\rangle$ is $\bar Ne^{-\bar N}$, so the overcount is
\begin{equation}
\frac{\bar N^2+\bar N-\bar Ne^{-\bar N}}{\bar N^2}
=1+\frac{1-e^{-\bar N}}{\bar N}.
\end{equation}
The correct pair factor does not remove velocity correlations caused by repeated collisions within a small population.

\section{Cross-section and scattering}

The variable-hard-sphere cross-section, with reference diameter $d$ and temperature $T_r$, is
\begin{equation}
\sigma(g)=\frac{\pi d^2}{\Gamma_E(5/2-\omega)}
\left(\frac{2kT_r}{\mu g^2}\right)^{\omega-1/2},
\end{equation}
where $\Gamma_E$ is Euler's gamma function; unlike pairs use the mean diameter. Multiplication by $g$ gives $\sigma g\propto g^{2-2\omega}$.

Let both species be Maxwellian at the same $T$, without relative drift. With $b^2=\mu/(2kT)$, the relative-speed density is $4b^3g^2e^{-b^2g^2}/\sqrt\pi$. Set $p=2-2\omega$ and $y=b^2g^2$, so $g=y^{1/2}/b$ and $dg=dy/(2by^{1/2})$:
\begin{align}
\langle g^p\rangle
&=\frac{4b^3}{\sqrt\pi}\int_0^\infty g^{2+p}e^{-b^2g^2}dg\\
&=\frac{2b^{-p}}{\sqrt\pi}\int_0^\infty y^{(1+p)/2}e^{-y}dy
 =\frac{2b^{-p}}{\sqrt\pi}\Gamma_E\!\left(\frac52-\omega\right).
\end{align}
The gamma functions cancel. Since $b^{-p}=(2kT/\mu)^{1-\omega}$,
\begin{align}
\langle\sigma g\rangle
&=\pi d^2\frac2{\sqrt\pi}
\left(\frac{2kT_r}{\mu}\right)^{\omega-1/2}
\left(\frac{2kT}{\mu}\right)^{1-\omega}\\
&=\pi d^2\sqrt{\frac{8kT}{\pi\mu}}
\left(\frac T{T_r}\right)^{1/2-\omega}.
\end{align}
The collision rate per volume between species $a$ and $b$ is $n_an_b\langle\sigma g\rangle/(1+\delta_{ab})$; the denominator prevents double counting of like pairs. For $\omega=1/2$ the temperature correction disappears and hard spheres are recovered.

An accepted collision keeps the centre velocity $\mathbf c=(m_i\mathbf v_i+m_j\mathbf v_j)/M$ and replaces $\mathbf g$ by an isotropic vector $\mathbf g'$ of equal length:
\begin{equation}
\mathbf v_i'=\mathbf c+\frac{m_j}{M}\mathbf g',\qquad
\mathbf v_j'=\mathbf c-\frac{m_i}{M}\mathbf g'.
\end{equation}
In the total momentum the $\mathbf g'$ terms cancel, leaving $M\mathbf c$. In the kinetic energy the cross terms cancel too, and the squares give
\begin{equation}
\frac{Mc^2}{2}+\frac{m_im_j^2+m_jm_i^2}{2M^2}g'^2
=\frac{Mc^2}{2}+\frac{\mu g^2}{2},
\end{equation}
which is the value before the collision.

\section{Walls and reactor flow}

For a Maxwellian at rest, the one-way flux is
\begin{equation}
\Gamma=n\sqrt{\frac m{2\pi kT}}\int_0^\infty
v_xe^{-mv_x^2/(2kT)}dv_x
=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar v}{4}.
\end{equation}
Particles leaving a diffuse wall must be weighted by $v_x$. The probability that the normal speed exceeds $v_x$ is then $e^{-mv_x^2/(2kT)}$. Setting it equal to $u$ gives $v_x=\sqrt{-2kT\ln u/m}$; tangential components are normal deviates of variance $kT/m$.

Let a fraction $\beta$ of incident particles not return as the same species. Half the density of a full Maxwellian carries the flux $n\bar v/4$, so a half-Maxwellian of density $n_h$ carries $n_h\bar v/2$. If incoming and returning halves have the same temperature,
\begin{equation}
n=\frac{2\Gamma}{\bar v}+\frac{2(1-\beta)\Gamma}{\bar v},
\qquad
\Gamma=\frac{n\bar v}{2(2-\beta)}.
\label{eq:wall}
\end{equation}
This gives $n\bar v/4$ at $\beta=0$ and $n\bar v/2$ at $\beta=1$, where no returning half remains.

The collisionless limit without chemistry checks feed, motion and pumping together. Let $\Gamma_+$ move towards the pump and $\Gamma_-$ return. Then $\Gamma_+=\Gamma_{\rm in}+\Gamma_-$ and $\Gamma_-=(1-s)\Gamma_+$, so
\begin{equation}
\Gamma_+=\frac{\Gamma_{\rm in}}s,\qquad
n=\frac{2(\Gamma_++\Gamma_-)}{\bar v}
 =\frac{2\Gamma_{\rm in}(2-s)}{s\bar v}.
\end{equation}
As $s\to0$ at fixed feed, the density diverges: a fed reactor without pumping has no steady state.

\section{Chemistry and element audit}

An O$_2$ simulator dissociates in a step with probability $1-e^{-\nu_d\Delta t}$. If its velocity is $\mathbf v$, the atoms receive $\mathbf v\pm\mathbf w$ with isotropic $\mathbf w$. Their kinetic energy is
\begin{equation}
\tfrac12m_{\rm O}\left(|\mathbf v+\mathbf w|^2+|\mathbf v-\mathbf w|^2\right)
=m_{\rm O}v^2+m_{\rm O}w^2 .
\end{equation}
The first term is the initial molecular energy. A release $E$ therefore requires $w=\sqrt{E/m_{\rm O}}$.

Each wall has a store $A\in\{0,1\}$ of unpaired atoms. If $R$ atoms recombine there in a step, $\lfloor(A+R)/2\rfloor$ molecules leave and the remainder stays stored. With $Z$ atoms pumped and $F$ atoms fed, all in simulator units,
\begin{equation}
Q=N_{\rm O}+2N_{{\rm O}_2}+\sum_{\rm walls}A+Z-F
\end{equation}
is constant. Dissociation changes the first two terms by $+2-2$; recombination moves atoms between gas and store; feed and pumping cancel against $F$ and $Z$. By contrast, turning each recombining atom into O$_2$ or deleting it, with probability $1/2$ each, changes $Q$ by $\pm1$. After $R$ independent events the rms error is $\sqrt R$, although its mean is zero.

In steady flow, the mean element balance is
\begin{equation}
2\Gamma_{\rm in}=s\left(\Gamma_{\rm O}+2\Gamma_{{\rm O}_2}\right)_{x=L}.
\label{eq:element}
\end{equation}
Over a finite window, the rate of change of inventory is added to the right side.

\section{Pseudocode and cost}

\begin{verbatim}
for each time step:
  move simulators by v*dt
  for each wall crossing:
    count hit; find time left after impact
    capture, recombine through store, or reflect
    emit survivor and move it for the time left
  inject feed: carry fractional number forward;
    place entrants at vx*dt*uniform(0,1)
  dissociate O2 and add fragment velocities
  sort simulators into cells
  for each cell:
    K = N*(N-1)*W*S*dt/(2*V)
    repeat floor(K + uniform(0,1)) times:
      choose two distinct simulators
      q = sigma(g)*g; report error if q > S
      if uniform(0,1) < q/S: scatter the pair
  audit oxygen atoms; accumulate samples
\end{verbatim}

For array execution, a pending pair is ready if no earlier pending pair shares either simulator. Ready pairs are disjoint and can be updated together; the rest wait for another round. The first pending pair is ready, so every round makes progress, and the sequential order is respected for each simulator.

Moving and bucket sorting cost $O(N_{\rm tot})$. If each particle collides at frequency $\nu$ and a fraction $a$ of candidates is accepted, there are $N_{\rm tot}\nu\Delta t/(2a)$ candidates per step. For a fixed gap, duration, speed scale and number of simulators per cell, resolving the mean free path $\lambda$ requires cells and steps each in proportion to $1/\lambda$. The one-dimensional cost then grows as $\lambda^{-2}$ towards the continuum limit.

\section{Tests of the parts}

A homogeneous box held 10,000 simulators, 40\% of them O, at 450 K and $1.6\times10^{14}$ cm$^{-3}$. They were redistributed among 2,000 cells before each of 150 steps of 4 $\mu$s, giving $\bar N=5$. Counts divided by kinetic theory were 0.993, 0.992 and 1.002 for O--O, O--O$_2$ and O$_2$--O$_2$; the tolerance was 3.5\%. The $N^2$ rule, run for 100 steps, overcounted by a factor of 1.195, against the predicted 1.199.

The relative energy error was $1.3\times10^{-15}$. In the same box, started with O at 600 K and O$_2$ at 300 K, the late-time temperatures were 416 and 423 K. Energy sharing gives $0.4(600)+0.6(300)=420$ K, and the tolerance was 4\%.

A closed gas at 300 K, with $6\times10^{13}$ O and $10^{14}$ O$_2$ per cm$^3$, gave hit rates of 0.998 and 0.999 times $n\bar v/4$. A collisionless O$_2$ flow, with the feed and capture probability of the example below, gave density and pump-wall flux of 0.996 and 0.994 times theory. The tolerance was 3.5\% in both cases.

\section{Worked reactor}

The gap is 5 cm and the walls are at 300 K. The feed is 0.75 sccm/cm$^2$, or $3.358\times10^{17}$ cm$^{-2}$ s$^{-1}$, with $s=0.2$ and $\gamma=0.1$. An electron density of $10^{11}$ cm$^{-3}$ and a rate coefficient of $2\times10^{-9}$ cm$^3$/s give $\nu_d=200$ s$^{-1}$. Each dissociation releases 1 eV as fragment motion. The run uses 20 cells and 2 $\mu$s steps, with 6 ms of sampling.

The mean pressure is 5.2 mTorr and the mean free path 11.6 mm (from Maxwellian mean speeds; the actual mean speeds give about 2\% less), so the Knudsen number is $11.6/50=0.23$. The mean densities are $2.75\times10^{13}$ cm$^{-3}$ for O and $1.05\times10^{14}$ cm$^{-3}$ for O$_2$, an O fraction of 0.21. The temperature is 344 K in the feed cell, 391 K in the middle and 360 K in the pump cell. From feed cell to middle the total density falls by 11\% while the temperature rises by 14\%, so $nT$ changes by about 1\%.

\textbf{Collision rate.} The count is $3.13\times10^{18}$ cm$^{-3}$ s$^{-1}$. It is 1.004 times the average of the explicit sum (\ref{eq:pairs}) over 20 snapshots, within the 2.5\% tolerance; this test does not assume a Maxwellian. The local-Maxwellian formula also agrees within 1\%, which does not show that the gas is Maxwellian: a total rate is one average over the distribution.

\textbf{Wall flux.} Summed over both walls, hits are 0.995 (O) and 1.002 (O$_2$) times the flux obtained from one-sided velocity sums in the two cells nearest each wall, extrapolated linearly to the surface. The tolerance was 6\%. At the pump wall, $n\bar v/4$ with the extrapolated O density and 300 K gives 0.79 of the hits. There $\beta=0.2+0.8(0.1)=0.28$, and (\ref{eq:wall}) raises the ratio to 0.91. If the rest is assigned to a hotter incoming half-Maxwellian with speed ratio $r=\bar v_{\rm wall}/\bar v_{\rm incoming}$, then $(r+0.72)/1.72=0.914$, so $r=0.85$ and this run gives an incoming temperature of about 410 K. Longer or finer sampling gives a ratio near 0.90 and 435--445 K, so only a range of about 410--445 K is shown. The estimate is rough: a 1\% error in the extrapolated density shifts it by about 15 K, and linear extrapolation can miss a steeper change close to the wall. It is also only an effective temperature linking density to flux. Fast fragments make the incoming atoms non-Maxwellian, so it does not give their mean energy, which is higher.

\textbf{Chemical balance.} The O source is $2(200)(1.049\times10^{14})(5)=2.10\times10^{17}$ cm$^{-2}$ s$^{-1}$. Wall loss, including pumping, is $0.1(4.829\times10^{17})+0.28(5.724\times10^{17})=2.09\times10^{17}$ in the same unit. With storage included, the loss-to-source ratio is 1.002; the tolerance was 8\%.

\textbf{Elemental balance.} Equation (\ref{eq:element}) compares $6.72\times10^{17}$ fed atoms with
\begin{equation}
0.2\left[5.724+2(13.98)\right]\times10^{17}
=6.74\times10^{17}\ {\rm cm^{-2}\,s^{-1}}
\end{equation}
pumped. With the inventory change the ratio is 1.006, within the 5\% tolerance. This balance is statistical because expected capture is calculated from hits. The integer audit, which records actual captures, had zero error at every step.

\section{Accuracy and failure modes}

Collisions conserve energy one by one, so a large step does not cause runaway growth through them. It does distort transport. The method needs $\nu\Delta t\ll1$, cells smaller than $\lambda$ and the gradient length, and motion per step small on those scales. Here $\nu=2(3.125\times10^{18})/(1.324\times10^{14})=4.7\times10^4$ s$^{-1}$, so $\nu\Delta t=0.09$, and $\Delta x/\lambda=0.22$. A 0.5 eV fragment, at about 2.5 km/s, crosses two cells in one step; this is the weakest part of the resolution.

A run with both $\Delta t$ and $\Delta x$ doubled, at the same $W$ and physical inputs, changed mean O density by 1.6\%, O$_2$ density by less than 0.1\% and temperature by 0.4\%. Four-block standard errors of the fine run are 0.6\% for O and 0.3\% for O$_2$. They are too low: a block lasts 1.5 ms, whereas oxygen inventory divided by feed gives a residence time of 1.8 ms. A well-mixed birth--death model with the same rates and simulator numbers gives a scatter of a 6 ms mean of about 2\% for O and 0.7\% for O$_2$, so independent runs differ by about 3\% and 1\%. The density changes above therefore lie within noise, and the third digit of densities, fluxes and collision rate is not significant. Halving $\Delta t$ and $\Delta x$ lowers the middle temperature by about 5 K and the mean by about 2 K, shifts not separated from noise. These data do not establish an order of convergence.

If $\sigma g>S$, acceptance saturates at one and the excess rate is lost. The bound here was evaluated at $g=8$ km/s; no candidate in the reacting runs exceeded it, and 29\% were accepted. The wall routine handles one impact per step, so it also requires $|v_x|\Delta t<L$; otherwise impacts must be processed repeatedly.

\section{Relation to a real reactor}

A few mTorr and $10^{11}$ electrons per cm$^3$ are roughly typical of high-density oxygen plasmas. The 1.8 ms residence time reflects strong pumping over the whole plane $x=L$; a smaller $s$ would lengthen it. The recombination probability depends strongly on wall material and condition.

The gas temperature is sensitive to heating and cooling terms that the model omits. At an electron temperature of 4 eV, ions that gave the gas all the energy from a presheath drop of 2 V would add 0.79 of the fragment heating. This ratio, like the other ratios to dissociation below, pairs 4 eV with the chosen coefficient $2\times10^{-9}$ cm$^3$/s. Common rate fits reach that value nearer 2--2.5 eV and give $7$--$9\times10^{-9}$ cm$^3$/s at 4 eV; a consistent pair would give about 0.2--0.4 at fixed O$_2$ density. With 0.79, linear scaling of the 77 K mean rise would add about 60 K, but only as an order of magnitude: at this Knudsen number the rise depends on how the energy is shared among particles, since fast ones can reach a wall before giving it up. A collisional presheath can also have a larger drop. In a thermalized gas, a particle striking a wall carries $2kT$ of translational energy on average, and a molecule with fully relaxed rotation carries $kT$ more. At the fluxes found here, this would raise the heat carried to the walls per kelvin of incoming temperature by a factor of 1.36. The gas in the example is not thermalized, so this factor does not give the change in its mean temperature. Elastic electron heating is about 1\% of fragment heating. The ion flux is 4\% of the pump-wall O flux, but summed over both walls it is 40\% of the dissociation rate and 12\% of the O$_2$ feed, so ion chemistry is not shown to be small. Three-body recombination is about $10^{-8}$ of wall loss. These ratios use rough coefficients. The numerical output gives the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
Gap length: 5.0 cm
Wall temperature: 300 K
VHS diameters O, O2: [0.35 0.41] nm
VHS omega 0.75, reference temperature 300 K
Feed: 0.75 sccm/cm2 = 3.358e+17 cm^-2 s^-1
Pump capture 0.2, O recombination probability 0.1
Electrons: 1.0e+11 cm^-3, 4.0 eV
Dissociation: 2.0e-09 cm^3/s, 200 s^-1
Fragment energy release per O2: 1.0 eV
Fine run: 20 cells, step 2.0 us
Sampling time: 6.0 ms
Real particles per simulator: 1.70e+11 cm^-2
Mean simulator number: 3895
Box count/theory OO, O-O2, O2O2: [0.9929 0.9922 1.0017]
Box total count/theory: 0.9956
N^2 rule overcount: 1.1953, theory 1.1987
Box relative energy, momentum error: 1.3e-15, 3.6e-17
Relaxed O, O2 temperatures: [416.1 422.7] K
Expected common temperature: 420.0 K
Closed-gas hits/(n vbar/4), O, O2: [0.9977 0.999 ]
Free flow density: theory 1.357e+14 cm^-3
Free flow sim/theory n, flux: 0.9956, 0.9943
Reactor mean pressure: 5.17 mTorr
feed cell O, O2: 2.706e+13, 1.181e+14 cm^-3; T 344 K
middle cell O, O2: 2.735e+13, 1.017e+14 cm^-3; T 391 K
pump cell O, O2: 2.838e+13, 1.049e+14 cm^-3; T 360 K
Mean O density: 2.750e+13 +/- 1.7e+11 cm^-3
Mean O2 density: 1.049e+14 +/- 3.0e+11 cm^-3
Mean O mole fraction: 0.208
Mean translational temperature: 377.0 K
Mean free path 11.56 mm, Knudsen 0.231
Cell width/mean free path: 0.216
Collision rate: 3.125e+18 cm^-3 s^-1
NTC acceptance: 0.293
NTC count/all-pair sum: 1.0038
NTC count/local Maxwell rate: 0.9925
Feed wall O, O2 flux: 4.829e+17, 1.192e+18 cm^-2 s^-1
Pump wall O, O2 flux: 5.724e+17, 1.398e+18 cm^-2 s^-1
Hits/velocity moment, O, O2: [0.9945 1.0018]
Pump wall O: n vbar/4 at 300 K / hits: 0.786
Pump wall O: loss-corrected / hits: 0.914
O (wall loss + storage)/source: 1.0016
Element (pumped + storage)/fed: 1.0059
Largest element audit error: 0 atoms
Coarse/fine n_O, n_O2, T: 1.0157, 1.0001, 1.0036
O wall-loss frequency: 1517 s^-1
Rough three-body coefficient: 3e-33 cm^6/s
Neglected three-body/wall loss: 1.4e-08
Neglected ion flux/pump-wall O flux: 0.036
Presheath ion heat bound/fragment heat: 0.794
Rough elastic coefficient: 1e-07 cm^3/s
Elastic electron heat/fragment heat: 0.0103
Wall heat capacity factor with rotation: 1.355
\end{verbatim}
